# Aminoborane's rotation barrier with planar and relaxed nitrogen

## Question

Aminoborane, H2NBH2, is the simplest molecule with an amide-type nitrogen bound to three-coordinate boron. Its NH2 group can be turned about the B–N bond. Consider three structures of the isolated molecule:

- **A**, the planar molecule;
- **B**, NH2 turned by 90°, with nitrogen kept planar;
- **C**, NH2 turned by 90°, with nitrogen free to become pyramidal.

Use closed-shell Hartree–Fock theory with the 6-31G* basis and spherical d functions. This is a mean-field level in a finite basis: electron correlation and nuclear motion are absent until part (g). Energies are in eV and lengths in Å; the algebra uses atomic units, with angles in radians.

Place boron at the origin, nitrogen on the positive $z$ axis and BH2 in the $xz$ plane. Let $2\eta$ be the HNH angle. The tilt $\tau$ is the angle between the continuation of the B–N axis and the HNH bisector, so that $\tau=0$ means planar nitrogen.

## (a) Coordinates and optimisation

*Express the HNB angle through $\eta$ and $\tau$. State how each structure is optimised, and find the sum of the three bond angles at nitrogen in C.*

Let $\mathbf w$ be the unit vector across the HNH angle and $\mathbf n$ the unit vector along which the bisector tilts. Both are perpendicular to $\mathbf z$ and to each other. In A, $\mathbf w=\mathbf x$ and $\mathbf n=\mathbf y$; in B and C, $\mathbf w=\mathbf y$ and $\mathbf n=-\mathbf x$. The bisector and the two N–H directions are

$$\mathbf d=\cos\tau\,\mathbf z+\sin\tau\,\mathbf n,\qquad
\mathbf u_\pm=\cos\eta\,\mathbf d\pm\sin\eta\,\mathbf w .$$

The direction from nitrogen to boron is $-\mathbf z$. Since $\mathbf z\cdot\mathbf d=\cos\tau$ and $\mathbf z\cdot\mathbf w=0$,

$$\cos(\mathrm{HNB})=-\mathbf z\cdot\mathbf u_\pm=-\cos\eta\cos\tau .$$

For $\tau=0$ this gives HNB $=\pi-\eta$, and the angle sum is $2\eta+2(\pi-\eta)=2\pi$, as it must be for planar nitrogen.

A and B each have five free coordinates: the B–N length, one N–H length, one B–H length, $\eta$ and one HBN angle. In C the tilt is also free, and the two B–H bonds may differ in length and angle, which makes eight. If $\mathbf x(q)$ are the Cartesian positions and $\mathbf g$ is the Cartesian energy gradient, the chain rule gives

$$\frac{\partial E}{\partial q_i}=\sum_j\frac{\partial x_j}{\partial q_i}\,g_j .$$

The energy is minimised in these coordinates. Components of $\mathbf g$ that would break the retained symmetry vanish, because a symmetric structure has a symmetric gradient. Each result is therefore a stationary point of the whole molecule. The largest Cartesian gradient component left in any structure is 0.003 eV/Å.

| | A | B | C |
|---|---:|---:|---:|
| B–N (Å) | 1.389 | 1.457 | 1.471 |
| N–H (Å) | 0.996 | 0.995 | 1.007 |
| HNH (°) | 113.6 | 113.8 | 104.0 |
| tilt (°) | 0 | 0 | 56.05 |

For C, $\eta=104.04^\circ/2=52.02^\circ$, and

$$\cos(\mathrm{HNB})=-(0.6154)(0.5585)=-0.3437,$$

so HNB $=110.10^\circ$. The angle sum is $104.04^\circ+2(110.10^\circ)=324.24^\circ$, well below $360^\circ$: the nitrogen is strongly pyramidal. The digits belong to this basis: with the other coordinates fixed, the best tilt in the cc-pVTZ basis is about 55° at the Hartree–Fock level and 57° with second-order (MP2) correlation.

## (b) The two barriers

*The total energies are $E_A=-2217.4037$, $E_B=-2215.9365$ and $E_C=-2216.1281$ eV. Find both barriers. What does the variational principle alone say about their order?*

With nitrogen held planar,

$$W_{\rm planar}=E_B-E_A=1.4672\ \text{eV}=141.6\ \text{kJ/mol}.$$

With nitrogen relaxed,

$$W_{\rm relaxed}=E_C-E_A=1.2756\ \text{eV}=123.1\ \text{kJ/mol}.$$

The reference $E_A$ cancels in the difference:

$$G=W_{\rm planar}-W_{\rm relaxed}=E_B-E_C=0.1916\ \text{eV}=18.5\ \text{kJ/mol}.$$

Relaxation removes $0.1916/1.4672=13\%$ of the planar-nitrogen barrier.

Every structure allowed in the search for B is also allowed in the search for C, at $\tau=0$ with equal B–H bonds. The lowest energy of the larger set cannot exceed that of the smaller one, so $E_C\le E_B$ for the true minima of the two sets. This does not exclude equality. A strict lowering needs a property of the energy surface at B.

## (c) Why planar nitrogen is unstable at B

*Show that $\tau=0$ is stationary at B. Derive a sufficient condition for strict lowering and evaluate it. What happens if the BH2 group responds to the tilt?*

Structure B is unchanged by the reflection $x\to-x$: the NH2 group lies in the mirror plane and the two B–H bonds are exchanged. The reflection turns a tilt $\tau$ into $-\tau$, so $E(\tau)=E(-\tau)$. All odd powers vanish:

$$E(\tau)=E_B+\tfrac12k\tau^2+g\tau^4+O(\tau^6).$$

Planar nitrogen is therefore stationary whatever the sign of $k$. If $k<0$, the quadratic term dominates at small enough $\tau$ and gives $E(\tau)<E_B$. This suffices for strict lowering.

The curvature follows from a rigid tilt $h=0.05$ rad, all other internal coordinates being held fixed. Two estimates follow from the expansion:

$$\frac{2[E(h)-E_B]}{h^2}=k+2gh^2+\cdots,\qquad
\frac{E'(h)}{h}=k+4gh^2+\cdots .$$

At B the energy difference gives $-0.752$ eV/rad² and the analytic slope gives $-0.750$ eV/rad². In the planar molecule A the same two estimates are $+0.676$ and $+0.677$ eV/rad². Planar nitrogen thus resists the tilt in A and is unstable to it in B. The signs survive a change of basis, but the size at B moves by about a tenth: at the same geometries the cc-pVTZ basis gives $+0.68$ eV/rad² in A and $-0.67$ eV/rad² in B.

Now let another coordinate $s$ respond, such as a sideways rocking of BH2 in its own plane. It too changes sign under $x\to-x$, so the product $\tau s$ is allowed:

$$\Delta E=\tfrac12k\tau^2+c\,\tau s+\tfrac12fs^2,\qquad f>0 .$$

Setting $\partial\Delta E/\partial s=c\tau+fs=0$ gives $s=-c\tau/f$. On substitution, the second term becomes $-c^2\tau^2/f$ and the third $+c^2\tau^2/(2f)$. Hence

$$\Delta E=\tfrac12\left(k-\frac{c^2}{f}\right)\tau^2 .$$

The response can make the curvature more negative but cannot raise it. A negative rigid curvature is thus sufficient, though not necessary. A response of this kind is visible in C: the B–H bonds are 1.192 and 1.200 Å, with HBN angles of 120.0° and 122.1°. The longer bond, with the wider angle, is on the side towards which the N–H bonds have tilted.

## (d) Estimating the lowering from the curvature

*Truncate the expansion after $\tau^4$. Relate the lowering to $k$ and to the equilibrium tilt, and compare with part (b).*

Stationarity away from $\tau=0$ requires

$$k\tau_0+4g\tau_0^3=0,\qquad g=-\frac{k}{4\tau_0^2}.$$

For $k<0$ this gives $g>0$, as a lower bound on the energy at large tilt within this model demands. Insert it into the energy:

$$E(\tau_0)-E_B=\tfrac12k\tau_0^2-\tfrac14k\tau_0^2=\tfrac14k\tau_0^2,
\qquad G_{\rm quartic}=-\tfrac14k\tau_0^2 .$$

The tilt in C is $56.05^\circ=0.978$ rad. With the rigid curvature,

$$G_{\rm quartic}=\tfrac14(0.752)(0.978)^2=0.180\ \text{eV}.$$

This is 6% below the computed 0.192 eV. The formula combines a curvature for rigid tilting with a tilt angle from full relaxation, and it truncates the series at a tilt near 1 rad. The agreement to within 6% may therefore be partly accidental; it neither confirms the quartic form nor shows that the other coordinates are unimportant. The estimate supports only the order of magnitude of the lowering.

The model also gives the limit in which the effect disappears. As $k$ approaches zero from below at fixed $g>0$, $\tau_0^2=-k/(4g)$ goes to zero and $G=k^2/(16g)$ vanishes quadratically. For $k\ge0$ and $g>0$, planar nitrogen is the minimum and the two barriers coincide. Within the model this would be the fate of a molecule whose substituents make the perpendicular nitrogen prefer planarity.

## (e) Which structure is the saddle point?

*Show that B has at least two unstable directions. Characterise C.*

At a stationary point the gradient vanishes, so the curvature along any path with tangent $\mathbf t$ is $\mathbf t^{T}H\mathbf t$, where $H$ is the matrix of second energy derivatives. In terms of its eigenvalues $\lambda_i$ and orthonormal eigenvectors $\mathbf v_i$,

$$\mathbf t^{T}H\mathbf t=\sum_i\lambda_i(\mathbf v_i\cdot\mathbf t)^2 .$$

If the left side is negative, at least one $\lambda_i$ that contributes must be negative.

Structure B is also unchanged by $y\to-y$, which exchanges the two N–H bonds. The tilt is even under this reflection and the torsion about B–N is odd. Even and odd displacements do not mix in $H$, because a mixed quadratic term would change sign under a symmetry of the energy. The eigenvectors can therefore be chosen even or odd. The tilt curvature, $-0.752$ eV/rad², requires a negative eigenvalue among the even ones. The torsional curvature, $-3.672$ eV/rad², requires another among the odd ones. B thus has at least two unstable directions and is not a first-order transition state.

For A and C the full matrix of second derivatives was diagonalised after mass weighting. Mass weighting rescales displacements and does not alter the number of negative eigenvalues. A has no imaginary mode, so it is a minimum; C has one, so it is a first-order saddle. The imaginary mode of C is odd under $y\to-y$. This parity excludes pyramidalisation and is that of torsion, the motion already found unstable at B.

Turning NH2 one way or the other from C gives mirror-image descents. If one leads to the planar minimum, the other leads to the same minimum with the N–H hydrogens exchanged. The descent itself was not followed, so the reading of $W_{\rm relaxed}$ as the barrier between these minima rests on the symmetry and character of the saddle. An equivalent saddle lies at the opposite tilt, and B lies between the two.

## (f) Electronic reason

*Use reflection symmetry to explain the loss of B–N π bonding on rotation. How much of the change in tilt curvature can be traced to it?*

The formally empty boron p orbital points along $y$, perpendicular to the BH2 plane, and is odd under $y\to-y$. In A the nitrogen lone pair is also a p orbital along $y$, hence odd. The two can mix.

A two-orbital model shows the consequence. Take orthonormal donor and acceptor orbitals with energies 0 and $\Delta>0$ and coupling $F$. The eigenvalue equation is $\varepsilon(\varepsilon-\Delta)-F^2=0$, and its lower root is

$$\varepsilon_-=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+F^2}.$$

Two independent electrons in this orbital are stabilised by $-2\varepsilon_-$, which is positive for $F\ne0$ and vanishes for $F=0$.

In B the lone pair points along $x$. In C it is a mixture of s, $p_x$ and $p_z$. Both are even under $y\to-y$. The Fock operator $\hat F$ shares the symmetry of the closed-shell density, so for an even donor $a$ and an odd acceptor $b$

$$\langle a|\hat F|b\rangle=(+1)(-1)\langle a|\hat F|b\rangle=0 .$$

The computed elements between even nitrogen functions and odd boron functions are below $10^{-14}$ eV in B and C. Tilting at the perpendicular geometry therefore has no lone-pair π bond to weaken.

The size of the effect was probed by removing all boron basis functions odd under $y\to-y$ and recalculating the orbitals at fixed geometry:

- In A the energy rises by 1.067 eV, and the tilt curvature falls from 0.676 to 0.067 eV/rad².
- In B the energy rises by 0.117 eV, and the curvature changes from $-0.752$ to $-0.649$ eV/rad².

The π acceptor thus supplies most of the stiffness of planar nitrogen in A. It does not explain the whole contrast with B. The curvature difference between A and B is $0.676+0.752=1.428$ eV/rad² with the acceptor functions and $0.067+0.649=0.716$ eV/rad² without them. About half survives. Part of this remainder is geometric, because A and B differ in bond lengths and angles. If both orientations are given the same internal coordinates, the difference without the acceptor functions falls to 0.62 eV/rad² (coordinates of A) or 0.50 eV/rad² (coordinates of B). The origin of the rest is not resolved here; a different interaction of the N–H bonds and lone pair with the B–H bonds in the two orientations is a conjecture.

The removal is not a unique measure of a π-bond energy, since the deleted functions also describe polarisation and donation from N–H bonds. It also depends on the basis: in cc-pVTZ the energy of A rises by 0.87 eV and its curvature falls from 0.68 to 0.11 eV/rad², while the surviving part of the contrast stays near one half. Mulliken populations, which depend on the basis, show the same trend: the odd boron functions hold 0.26 electrons in A, 0.03 in B and 0.05 in C.

## (g) Temperature, neglected effects and the real molecule

*What error in a rate at 400 K follows from freezing nitrogen planar? Size the main effects missing from $W_{\rm relaxed}$.*

At 400 K, a temperature chosen as an example of a heated gas, $k_BT=0.03447$ eV. With the same temperature and prefactor in both estimates, the ratio of the rates is

$$\frac{e^{-W_{\rm relaxed}/k_BT}}{e^{-W_{\rm planar}/k_BT}}
=e^{G/k_BT}=e^{0.1916/0.03447}\approx 2.6\times10^2 .$$

The equal prefactor is an assumption. The relaxed path has two mirror-image saddles, which favours it, while C has one more real vibration than B, which counts against it. The full second-derivative matrix of B has two imaginary modes, and the harmonic free energy of the real modes at 400 K is 0.035 eV higher in C than in B. With this and the factor of two, the ratio becomes about 190. The simple ratio therefore gives the order of magnitude of the error, not a precise correction.

**Basis and correlation.** Single-point energies at the same geometries with the larger 6-311++G** basis give, in eV:

| | planar N | relaxed N | lowering |
|---|---:|---:|---:|
| Hartree–Fock | 1.410 | 1.257 | 0.153 |
| MP2 | 1.583 | 1.384 | 0.199 |

MP2 adds correlation to second order, here with the 1s cores left uncorrelated. The larger basis reduces the lowering by 0.038 eV and correlation raises it by 0.046 eV. The closeness of the original 0.192 eV to the MP2 value is therefore partly a cancellation. The rate ratio is sensitive to this: it is about 85 with the larger-basis Hartree–Fock lowering and about 325 with MP2. The sign of the effect is the same at all three levels. These values are not converged in basis. With aug-cc-pVTZ at the same geometries the MP2 barriers are 1.54 and 1.36 eV, the lowering is 0.177 eV and the rate ratio is about 170; the Hartree–Fock lowering is 0.149 eV. MP2 is itself approximate, and changes of geometry with correlation are not included.

**Vibrations.** A harmonic mode of quantum $\omega$ has, with $u=\omega/k_BT$, the partition function

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .$$

Its free energy, $-k_BT\ln Z$, is $\omega/2+k_BT\ln(1-e^{-u})$. Summed over the real modes of C minus those of A, the zero-point part changes the barrier by $-0.084$ eV. The full vibrational free energy at 400 K changes it by $-0.081$ eV. Adding the zero-point change to the MP2 barrier gives $1.384-0.084=1.30$ eV, a composite estimate with Hartree–Fock geometries and frequencies; the aug-cc-pVTZ barrier gives 1.28 eV instead.

**Tunnelling.** The classical partition function of the mode is $1/u$, so the quantum correction is $(u/2)/\sinh(u/2)$. For a parabolic barrier, $\omega$ is replaced by $i\omega$, which turns $\sinh$ into $\sin$:

$$\kappa=\frac{u/2}{\sin(u/2)}=1+\frac{u^2}{24}+\cdots .$$

The imaginary mode of C has $\omega=0.0924$ eV, so $u=2.68$ and the leading terms give $\kappa=1.30$. The unexpanded expression gives 1.38, so the expansion is adequate only for the size. Either factor is small beside the 260 from pyramidalisation.

**Closed shell.** The lowest triplet found at the geometry of C lies 3.8 eV above the singlet. This supports the closed-shell ordering, although it does not test for an open-shell singlet.

**The real case.** At 400 K the relaxed barrier is $1.2756/0.03447=37$ times the thermal energy, and unassisted rotation is a rare event on the scale of molecular vibrations. Larger groups on nitrogen or boron can change both the π donation and the preference for pyramidal nitrogen, so the present numbers should not be transferred to substituted aminoboranes. For H2NBH2 itself the assumption of isolation can also fail, because two molecules can join into a ring through new B–N bonds. Nitrogen and boron then become four-coordinate and the barrier computed here no longer describes the motion. The size of that change needs a calculation on the associated species. The values used above are collected in the numerical output.

## Values computed for the example and the checks

```
RHF/6-31G*; A planar, B perpendicular planar N, C relaxed N
A total energy: -2217.4037 eV
A BN, NH lengths: 1.3893, 0.9955 angstrom
A BH lengths: 1.1921, 1.1921 angstrom
A HNH angle, tilt: 113.59, 0.00 degrees
A HBN angles: 119.37, 119.37 degrees
A angle sum at N: 360.00 degrees
B total energy: -2215.9365 eV
B BN, NH lengths: 1.4568, 0.9947 angstrom
B BH lengths: 1.2001, 1.2001 angstrom
B HNH angle, tilt: 113.75, 0.00 degrees
B HBN angles: 121.70, 121.70 degrees
B angle sum at N: 360.00 degrees
C total energy: -2216.1281 eV
C BN, NH lengths: 1.4714, 1.0074 angstrom
C BH lengths: 1.1924, 1.1997 angstrom
C HNH angle, tilt: 104.04, 56.05 degrees
C HBN angles: 120.00, 122.12 degrees
C angle sum at N: 324.24 degrees
largest residual gradient: 0.00325 eV/angstrom
barrier, planar N: 1.4672 eV = 141.6 kJ/mol
barrier, relaxed N: 1.2756 eV = 123.1 kJ/mol
lowering by pyramidalisation: 0.1916 eV = 18.5 kJ/mol
A tilt curvature, energies: 0.6760 eV/rad^2
A tilt curvature, slope: 0.6765 eV/rad^2
A curvature, acceptor removed: 0.0669 eV/rad^2
A acceptor-removal penalty: 1.0670 eV
B tilt curvature, energies: -0.7518 eV/rad^2
B tilt curvature, slope: -0.7503 eV/rad^2
B curvature, acceptor removed: -0.6487 eV/rad^2
B acceptor-removal penalty: 0.1168 eV
B torsional curvature: -3.6716 eV/rad^2
B-acceptor Mulliken populations A, B, C: 0.261 0.030 0.047 electrons
N lone-pair p populations A, B: 1.739 1.918 electrons
largest donor-acceptor Fock elements A, B, C: 7.63e+00 7.43e-15 2.69e-15 eV
triplet above singlet at C: 3.826 eV
imaginary modes in A, C: 0 1
C imaginary torsion quantum: 0.0924 eV
zero-point change of relaxed barrier: -0.0836 eV
chosen temperature, thermal energy: 400 K, 0.03447 eV
vibrational free-energy change, including zero point: -0.0806 eV
rate factor from barrier lowering: 259 (no unit)
Wigner tunnelling factor at C: 1.300 (no unit)
HF/6-311++G** barriers planar, relaxed N: 1.4099, 1.2566 eV
HF/6-311++G** lowering: 0.1532 eV
MP2/6-311++G** barriers planar, relaxed N: 1.5830, 1.3836 eV
MP2/6-311++G** lowering: 0.1994 eV
```
